# Ballistic Conductance Limit of Six Silicon Valleys on (001)

If the six conduction valleys of silicon are replaced by one isotropic band, the ballistic limit of a metal contact, taken as the resistance between two equilibrium reservoirs, comes out wrong. The figures in this paragraph are for a (001) contact, parabolic valleys, zero temperature and $10^{20}$ electrons per cm$^3$. With all electrons placed in a single sphere at the true density, the predicted ballistic conductance is about half the six-valley value, so the limiting resistivity is set almost twice too high. Six spheres with the conductivity mass, filled to the true Fermi energy, give a conductance 24% too low. Six spheres at the true density miss by only 6%, but that small error is the sum of two large ones of opposite sign. To tell these cases apart one needs the conductance of the actual ellipsoids.

## The contact and the claim

Current flows along $z=[001]$ through a flat contact of area $A$ between n-type silicon and a metal. Each valley is parabolic. With $\mathbf k$ measured from the valley centre and energy from the band edge,

$$
E=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right).
$$

One of the three masses is the longitudinal mass $m_l$, the other two are the transverse mass $m_t$. Two valleys have their long axis along $z$, two along $x$ and two along $y$. All six are equally filled, and spin contributes a factor 2.

The contact is taken to be fully transparent: every electron that reaches it from the silicon enters the metal. The voltage $V$ is the difference of electrochemical potential between the two reservoirs, divided by $e$. The claim is that at zero temperature, with Fermi energy $E_F$,

$$
\frac{G}{A}=\frac{2e^2}{h}\,\frac{6\,m_M E_F}{2\pi\hbar^2},
\qquad
m_M=\frac{m_t+2\sqrt{m_l m_t}}{3}. \tag{1}
$$

The mass $m_M$ is the average over the valleys of the mass that governs the number of conducting modes.

## First derivation: counting shadows

Take a contact wide enough for the wavevector $\mathbf k_\parallel=(k_x,k_y)$ to be treated as continuous. Periodic boundary conditions on the area $A$ give $A/(4\pi^2)$ allowed values per unit area of the $\mathbf k_\parallel$ plane.

At fixed $\mathbf k_\parallel$, a valley is a one-dimensional band in $k_z$. Its right-moving states are filled by the silicon reservoir with occupation $f_S$. Its left-moving states are filled by the metal with occupation $f_M$: since nothing is reflected back into the silicon, flux conservation requires whatever leaves the contact on the silicon side to have come from the metal. The current per spin is therefore

$$
I_1=e\int_{v_z>0}\frac{dk_z}{2\pi}\,v_z\,(f_S-f_M)
=\frac{e}{h}\int dE\,(f_S-f_M),
$$

because $v_z=\hbar^{-1}\partial E/\partial k_z$ turns $v_z\,dk_z$ into $dE/\hbar$. The velocity has cancelled the density of states. At zero temperature and small $V$ the remaining integral is $eV$, so each mode that is open at $E_F$ contributes $e^2/h$ per spin, whatever its mass.

It remains to count the open modes. A right-moving state at $E_F$ needs a positive root $k_z$ of

$$
\frac{\hbar^2k_z^2}{2m_z}=E_F-\frac{\hbar^2k_x^2}{2m_x}-\frac{\hbar^2k_y^2}{2m_y}.
$$

There is one such root if the right side is positive and none if it is negative. The open modes thus fill the shadow that the Fermi ellipsoid casts on the interface plane. This shadow is an ellipse with semi-axes $\sqrt{2m_xE_F}/\hbar$ and $\sqrt{2m_yE_F}/\hbar$, and its area is

$$
S=\pi\,\frac{\sqrt{2m_xE_F}}{\hbar}\,\frac{\sqrt{2m_yE_F}}{\hbar}
=\frac{2\pi E_F\sqrt{m_xm_y}}{\hbar^2}.
$$

Dividing by $4\pi^2$ gives the modes per area and spin of one valley,

$$
\frac{S}{4\pi^2}=\frac{\sqrt{m_xm_y}\,E_F}{2\pi\hbar^2}.
$$

The mass along the current has dropped out. The two $z$ valleys have $m_x=m_y=m_t$, so each contributes $\sqrt{m_xm_y}=m_t$. Each of the four in-plane valleys has one long and one short axis in the interface plane and contributes $\sqrt{m_lm_t}$. The sum is

$$
2m_t+4\sqrt{m_lm_t}=6m_M,
$$

and multiplication by $2e^2/h$ gives equation (1).

The shadows must be added with multiplicity. The two $z$ valleys lie at opposite points of the $k_z$ axis, so their shadows coincide. At each $\mathbf k_\parallel$ inside them there are nevertheless two right-moving states, one on the rising side of each minimum. The band $E(k)=(\cos k-\cos k_0)^2$ shows the same thing in one dimension: slightly above its two minima it was found to carry two right-moving states. Counting the common shadow once would remove 9.3% of the conductance in the example below.

## Second derivation: the flux of a filled band

The same conductance follows without counting modes, from the charge carried across the plane by the occupied states. This route also gives the result at finite temperature $T$. The current density is

$$
J=e\sum_{\text{valleys}}\int_{v_z>0}\frac{d^3k}{4\pi^3}\,v_z\,
\big[f(E-\mu-eV)-f(E-\mu)\big],
$$

where $f$ is the Fermi function, $\mu$ is the chemical potential measured from the band edge, and $1/(4\pi^3)$ is the density of states in $\mathbf k$ space including spin. The second term is the return flow from the metal. It may be written over the same half-space because each ellipsoid is symmetric under $k_z\to-k_z$ about its centre. To first order in $V$ the bracket equals $eV(-\partial f/\partial E)$, so

$$
\frac{G}{A}=e^2\sum_{\text{valleys}}\int_{v_z>0}\frac{d^3k}{4\pi^3}\,v_z\left(-\frac{\partial f}{\partial E}\right).
$$

For each valley, set $k_i=\sqrt{2m_i}\,u_i/\hbar$. The energy becomes $E=u^2$, the ellipsoid becomes a sphere, and

$$
d^3k=\frac{2^{3/2}\sqrt{m_xm_ym_z}}{\hbar^3}\,d^3u,
\qquad
v_z=\frac{\hbar k_z}{m_z}=\sqrt{\frac{2}{m_z}}\,u_z .
$$

In the product, $m_z$ cancels:

$$
v_z\,d^3k=\frac{4\sqrt{m_xm_y}}{\hbar^3}\,u_z\,d^3u .
$$

Write $u_z=u\cos\theta$. The integral of $\cos\theta$ over the forward hemisphere of directions is $\pi$. The radial part contains $u\cdot u^2\,du=u^3du$, and with $E=u^2$ this is $\tfrac12E\,dE$. Hence

$$
\int_{u_z>0}d^3u\,u_z\left(-\frac{\partial f}{\partial E}\right)
=\frac{\pi}{2}\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{\pi}{2}\int_0^\infty f\,dE .
$$

The last step is an integration by parts, whose boundary term $-Ef$ vanishes at both ends. The integral that remains is elementary:

$$
\mathcal E\equiv\int_0^\infty f\,dE=k_BT\ln\!\left(1+e^{\eta}\right),
\qquad \eta=\frac{\mu}{k_BT}.
$$

Collecting factors for one valley,

$$
\frac{e^2}{4\pi^3}\cdot\frac{4\sqrt{m_xm_y}}{\hbar^3}\cdot\frac{\pi}{2}\,\mathcal E
=\frac{e^2\sqrt{m_xm_y}\,\mathcal E}{2\pi^2\hbar^3}
=\frac{2e^2}{h}\,\frac{\sqrt{m_xm_y}\,\mathcal E}{2\pi\hbar^2},
$$

where $h=2\pi\hbar$ was used. The sum over valleys is equation (1) with $E_F$ replaced by $\mathcal E$. As $T\to0$ with $\mu>0$, $\mathcal E\to E_F$ and equation (1) itself returns.

## What the isotropic approximation changes

A comparison with spheres has a meaning once it is said what is held fixed. Doping fixes the electron density $n$, so that case comes first. The substitution used above gives

$$
n=6\int\frac{d^3k}{4\pi^3}f
=\frac{3(2m_d)^{3/2}}{\pi^2\hbar^3}\int_0^\infty\sqrt E\,f\,dE,
\qquad m_d=(m_lm_t^2)^{1/3}. \tag{2}
$$

At $T=0$ the integral is $\tfrac23E_F^{3/2}$, so $n=2(2m_dE_F)^{3/2}/(\pi^2\hbar^3)$ and

$$
E_F=\frac{\hbar^2k_F^2}{2m_d},\qquad k_F=\left(\frac{\pi^2n}{2}\right)^{1/3}.
$$

Inserted in equation (1), this gives

$$
\frac{G}{A}=\frac{2e^2}{h}\,\frac{6k_F^2}{4\pi}\,\frac{m_M}{m_d}\;\propto\; n^{2/3}.
$$

Now take six spherical valleys with the same $n$. Each has radius $k_F$, since $6k_F^3/(3\pi^2)=n$, and each casts a shadow $\pi k_F^2$. Together they hold $6k_F^2/(4\pi)$ modes per area and spin. No mass appears: at zero temperature and fixed density, the choice of isotropic mass has no effect on the result. With $r=m_l/m_t$, the ratio of ellipsoids to spheres is

$$
R=\frac{m_M}{m_d}=\frac{1+2r^{1/2}}{3r^{1/3}}. \tag{3}
$$

To find its sign of deviation from one, set $s=r^{1/6}$. Then

$$
R-1=\frac{1+2s^3-3s^2}{3s^2}=\frac{(s-1)^2(2s+1)}{3s^2}\ge0 .
$$

Within this model, six spheres at the same density and $T=0$ therefore never overestimate the conductance on (001). For weak anisotropy $s-1\approx(\ln r)/6$, so $R-1\approx(\ln r)^2/36$. There is no first-order error. For $r\to\infty$, equation (3) gives $R\approx\tfrac23r^{1/6}$, which grows slowly.

The valleys taken separately are much less well described. Relative to one sphere, a $z$ valley has $m_t/m_d=r^{-1/3}$ times as many modes, and an in-plane valley has $\sqrt{m_lm_t}/m_d=r^{1/6}$ times as many. To first order in $\ln r$ these deviate from one by $-(\ln r)/3$ and $+(\ln r)/6$. With two valleys of the first kind and four of the second, the deviations cancel. The cancellation relies on equal filling, so it cannot be assumed when strain or confinement moves electrons between valleys.

If all electrons are put into one sphere, its radius is $(3\pi^2n)^{1/3}=6^{1/3}k_F$ and its shadow is $6^{2/3}\pi k_F^2$. This is smaller than the six shadows together by the factor $6/6^{2/3}=6^{1/3}\approx1.82$. For degenerate filling, valley degeneracy thus matters more than the shape of the valleys. This does not hold for a dilute gas: the nondegenerate result derived below, $ne^2/\sqrt{2\pi mk_BT}$, does not depend on the number of valleys.

If instead $E_F$ is held fixed, the conductance of the spheres is proportional to their mass. The conductivity mass $m_c=3/(1/m_l+2/m_t)$ is the harmonic mean of $m_l,m_t,m_t$, while $m_d$ is their geometric mean, so $m_c\le m_d$. Together with $R\ge1$ this gives

$$
m_c\le m_d\le m_M .
$$

At fixed $E_F$ both choices underestimate the conductance, and $m_c$ does so more strongly. The conductivity mass describes how all six equally filled valleys together respond to a force, whereas a ballistic contact counts modes.

## Numbers for heavily doped silicon

Take the customary rounded masses $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$, where $m_0$ is the free-electron mass, and $n=10^{20}\ \mathrm{cm^{-3}}$. Then $r=4.84$, $m_d=0.321\,m_0$ and

$$
m_M=\frac{0.19+2(0.418)}{3}\,m_0=0.342\,m_0 .
$$

The Fermi energy is 74.0 meV, and the ellipsoids have semi-axes 0.608 and 1.337 nm$^{-1}$. A $z$ valley casts a shadow of 1.160 nm$^{-2}$ and an in-plane valley one of 2.552 nm$^{-2}$. The number of modes per area and spin is

$$
\frac{2(1.160)+4(2.552)}{4\pi^2}\ \mathrm{nm^{-2}}=0.317\ \mathrm{nm^{-2}} .
$$

Multiplication by $2e^2/h=77.5\ \mu\mathrm S$ gives

$$
\frac GA=2.46\times10^{9}\ \mathrm{S/cm^2},
\qquad
\frac AG=4.07\times10^{-10}\ \Omega\,\mathrm{cm^2}.
$$

An explicit count of plane waves in a square of side 1 µm found 317286 open modes per spin, against 317292 from the shadow areas.

Six spheres at the same density give $2.31\times10^9\ \mathrm{S/cm^2}$, which is 6.0% below the ellipsoids. The weak-anisotropy formula predicts $R=1.069$; the full value is 1.064. The separate ratios are 0.591 for a $z$ valley and 1.301 for an in-plane valley, and their weighted mean,

$$
\frac{2(0.591)+4(1.301)}{6}=1.064,
$$

shows the cancellation. The two $z$ valleys hold a third of the electrons but carry 18.5% of the current. The 6% belongs to (001): the shadows on (110) and (111) give $R=1.11$ and $1.12$, so six spheres are then about 10% low. One sphere at the same density gives $1.27\times10^9\ \mathrm{S/cm^2}$, a factor 1.93 below the ellipsoids. Six spheres with $m_c=0.258\,m_0$ at the true $E_F$ are a factor 1.32 below them, and they contain only 72% of the electrons.

At 300 K and the same density, $\eta=2.52$ and $\mathcal E=67.2$ meV. The conductance falls by 9% to $2.23\times10^9\ \mathrm{S/cm^2}$, and the limiting resistivity rises to $4.48\times10^{-10}\ \Omega\,\mathrm{cm^2}$. By equation (2), spheres of mass $m_d$ have the same $\eta$ as the ellipsoids at the same density, so $R$ keeps its value of 1.064.

For any other spherical mass the result at fixed density now depends on that mass. With $m_c$ it is $2.16\times10^9\ \mathrm{S/cm^2}$, only 3% below the ellipsoids. In the dilute limit the deviation has the opposite sign. For $e^\eta\ll1$, $\mathcal E\approx k_BTe^\eta$, and equation (2) for spheres of mass $m$ becomes $n=12\,(mk_BT/2\pi\hbar^2)^{3/2}e^\eta$. Eliminating $e^\eta$ gives

$$
\frac GA=\frac{12e^2}{h}\,\frac{mk_BT}{2\pi\hbar^2}\,e^\eta
=\frac{ne^2}{\sqrt{2\pi mk_BT}} .
$$

Lighter carriers are faster and carry more current at the same density. Spheres with $m_c$ then exceed those with $m_d$ by $\sqrt{m_d/m_c}=1.12$, which is more than $R$, so they overestimate the ellipsoids by about 5%. The error changes sign between the two regimes, and the inequality found at $T=0$ does not extend to an arbitrary spherical mass at finite temperature.

## What each derivation assumes

The two derivations meet in one identity. At $T=0$, integrating the flux over $k_z$ first gives

$$
\int_{v_z>0}dk_z\,v_z\,\delta(E-E_F)=\frac1\hbar
$$

for each open mode and zero otherwise, which turns the flux integral into the shadow area.

The counting derivation needs well-defined transverse modes and uses the band shape only to decide which of them are open. It therefore survives a non-parabolic band: one counts the right-moving states at each $\mathbf k_\parallel$, though the shadow area is then in general no longer $2\pi E_F\sqrt{m_xm_y}/\hbar^2$. It also applies to a narrow contact, where the modes are discrete and must be counted one by one.

The flux derivation needs group velocities and occupations, and it treats $\mathbf k_\parallel$ as continuous from the start, so it cannot show the discreteness of a narrow contact. Both routes give the same temperature dependence: in the counting derivation, the number of open modes is averaged over energy with the weight $-\partial f/\partial E$. The closed form found here, with $\mathcal E=k_BT\ln(1+e^\eta)$, holds for parabolic valleys.

Both assume reservoirs in equilibrium, no scattering near the contact and perfect transmission. If mode $j$ is transmitted with probability $T_j$, the zero-temperature conductance is $(2e^2/h)\sum_jT_j$. Flux conservation requires $T_j\le1$, so equation (1) is an upper limit for the given silicon band. A depletion barrier, or a metal with too few matching states, lowers the conductance below it. Heavy doping can also change the band itself, and then the limit moves too. The parabolic form is itself only approximate at this density, because the X point lies only about 0.125 eV above the minima. A two-band $\mathbf k\cdot\mathbf p$ estimate of the coupling near X lowers $G$ by about 2% at $T=0$ and about 5% at 300 K, which is comparable to the 6% difference between ellipsoids and spheres. The value $4.07\times10^{-10}\ \Omega\,\mathrm{cm^2}$ is thus the zero-temperature floor of this parabolic model at the stated density, for a resistance defined between two equilibrium reservoirs. It is not a prediction for a particular silicide contact. A contact resistivity extrapolated from diffusive transport in the silicon is defined differently and can be much lower. For an isotropic band at $T=0$ with isotropic scattering and mean free path $\ell$, the bulk resistivity obeys $\rho\ell=\tfrac34A/G$, and a transparent contact adds an extrapolation length of $0.71\,\ell$. The extrapolated value is then about $0.53\,A/G$ per contact, roughly half the floor found here. The numerical output below lists the main values used here.

## Calculated quantities

```
input longitudinal mass: 0.92 m0
input transverse mass: 0.19 m0
input electron density: 1e+20 cm^-3
mass ratio r: 4.8421
in-plane valley mode mass sqrt(ml*mt): 0.41809 m0
mean mode mass m_M: 0.34206 m0
density-of-states mass m_d: 0.32144 m0
conductivity mass m_c: 0.25833 m0
Fermi energy, T=0: 74.018 meV
short semi-axis of Fermi ellipsoid: 0.60755 nm^-1
long semi-axis of Fermi ellipsoid: 1.3369 nm^-1
radius of each of six spheres: 0.79024 nm^-1
shadow area, one z valley: 1.1596 nm^-2
shadow area, one in-plane valley: 2.5517 nm^-2
shadow area, one sphere: 1.9618 nm^-2
modes per area and spin, ellipsoids: 0.31729 nm^-2
conductance quantum 2e^2/h: 77.481 microsiemens
G/A ellipsoids, T=0: 2.4584e+09 S/cm^2
limiting contact resistivity, ellipsoids, T=0: 4.0677e-10 ohm cm^2
G/A six spheres, same density, T=0: 2.3102e+09 S/cm^2
contact resistivity, six spheres, T=0: 4.3286e-10 ohm cm^2
ratio R ellipsoids/six spheres: 1.0642
six-sphere error in G: -6.029 percent
weak-anisotropy estimate of R: 1.0691
z valley/sphere mode ratio: 0.59109
in-plane valley/sphere mode ratio: 1.3007
share of conductance from two z valleys: 18.52 percent
loss if coincident z shadows counted once: 9.258 percent
G/A one sphere, same density, T=0: 1.2714e+09 S/cm^2
ratio ellipsoids/one sphere: 1.9337
same E_F: ratio ellipsoids/spheres with m_d: 1.0642
same E_F: ratio ellipsoids/spheres with m_c: 1.3241
same E_F: density with m_c / true density: 0.72045
counted modes per spin in 1 micron square: 317286
formula modes per spin in 1 micron square: 317292.1
right-movers in two-minimum chain: 2
input temperature: 300 K
eta at 300 K, ellipsoids: 2.5224
kT ln(1+exp(eta)) at 300 K: 67.205 meV
G/A ellipsoids, 300 K: 2.2321e+09 S/cm^2
contact resistivity, ellipsoids, 300 K: 4.48e-10 ohm cm^2
G/A six spheres with m_d, 300 K: 2.0976e+09 S/cm^2
G/A six spheres with m_c, same density, 300 K: 2.1631e+09 S/cm^2
quadrature ratio ellipsoids/m_d spheres, 300 K: 1.0642
```
